# Exponential Wire Taper for Minimum Elmore Delay

A long on-chip wire of constant width is slower than it need be, and a taper chosen without a rule can be slower still. Widening a wire lowers its resistance but adds capacitance that the driver must charge. Near the driver, resistance is costly, because nearly all the charge passes through it. Near the load, capacitance is costly, because its charge must come through the whole wire. A single width has to compromise between the two demands. In the example worked out below the loss is modest: the best uniform wire has a delay of 194 ps and the best taper 183 ps. The same taper laid the wrong way round, however, has a delay of 234 ps.

Let the wire run from the driver at $x=0$ to the load at $x=L$, with width $w(x)>0$. The metal has sheet resistance $r$, so a slice $dx$ has resistance $r\,dx/w$. Its capacitance to ground is taken to be proportional to its area, $c\,w\,dx$, with no contribution from the edges or from neighbouring wires. The driver is an ideal voltage step behind a fixed resistance $R_d>0$, and the load is a fixed capacitance $C_L>0$. No upper or lower limit is placed on the width.

Let $v(x,t)$ be the voltage along the wire when a unit step is applied to the initially uncharged circuit. The impulse response at the load is the time derivative of this step response, and the Elmore delay is the first moment of the impulse response. Integration by parts gives

$$
T=\int_0^\infty t\,\frac{\partial v(L,t)}{\partial t}\,dt
=\Big[-t\,\big(1-v(L,t)\big)\Big]_0^\infty+\int_0^\infty\left[1-v(L,t)\right]dt
=\int_0^\infty\left[1-v(L,t)\right]dt .
$$

The boundary term vanishes at $t=0$ because of the factor $t$, and at late times because $1-v$ decays exponentially.

The current $I(x,t)$ through the point $x$ charges everything beyond that point. The voltage missing at the load is the sum of the resistive drops:

$$
1-v(L,t)=R_d I(0,t)+\int_0^L\frac{r}{w(x)}\,I(x,t)\,dx .
$$

Every point finally rises from 0 to 1, so the time integral of $I(x,t)$ is numerically the downstream capacitance

$$
C(x)=C_L+\int_x^L c\,w(s)\,ds .
$$

Integrating the voltage drops over time therefore gives

$$
T=R_dC(0)+\int_0^L\frac{r\,C(x)}{w(x)}\,dx. \tag{1}
$$

This is the quantity to be minimised. It is awkward as it stands, because $C(x)$ depends on the width everywhere downstream. The dependence becomes simple when the profile is described by the relative rate at which the downstream capacitance falls,

$$
g(x)=-\frac{C'(x)}{C(x)}=\frac{c\,w(x)}{C(x)}>0 ,
$$

where $C'=-cw$ follows from the definition of $C$. Integrating $g=-(\ln C)'$ from $x$ to $L$, with $C(L)=C_L$, yields

$$
C(x)=C_L\exp\left(\int_x^L g(s)\,ds\right),\qquad w(x)=\frac{g(x)C(x)}{c}.
$$

Each width profile thus gives one function $g$, and each positive integrable $g$ gives back one width profile. Nothing is lost by varying $g$ instead of $w$. In the wire term of (1),

$$
\frac{rC}{w}=rC\,\frac{c}{gC}=\frac{rc}{g},
$$

and the delay becomes

$$
T=R_dC_L\,e^{G}+rc\int_0^L\frac{dx}{g(x)},\qquad G=\int_0^L g(x)\,dx. \tag{2}
$$

The driver term now depends on the profile only through the number $G$. For a given $G$, it remains to make the last integral as small as possible. The Cauchy–Schwarz inequality, applied to $\sqrt g$ and $1/\sqrt g$, states that

$$
L^2=\left(\int_0^L\sqrt{g}\,\frac{1}{\sqrt g}\,dx\right)^2
\le\int_0^L g\,dx\int_0^L\frac{dx}{g}
=G\int_0^L\frac{dx}{g}.
$$

Equality requires $\sqrt g$ to be proportional to $1/\sqrt g$, that is, $g$ constant (apart from changes at isolated points, which affect no integral). The best profile for given $G$ therefore has $g=k=G/L$, and

$$
C(x)=C_Le^{k(L-x)},\qquad
w(x)=\frac{kC_L}{c}\,e^{k(L-x)}. \tag{3}
$$

The width decreases exponentially from driver to load. Since the inequality holds for every admissible profile, this is a global minimum and not merely a stationary point.

The value of $G$ follows from minimising

$$
f(G)=R_dC_Le^G+\frac{rcL^2}{G}.
$$

Both terms have positive second derivatives for $G>0$, and $f$ grows without limit as $G\to0$ and as $G\to\infty$. There is thus one minimum, where

$$
f'(G)=R_dC_Le^G-\frac{rcL^2}{G^2}=0 .
$$

With the dimensionless length

$$
a=L\sqrt{\frac{rc}{R_dC_L}},
$$

this condition reads $G^2e^G=a^2$. The positive square root is $Ge^{G/2}=a$, or $(G/2)e^{G/2}=a/2$. The Lambert function $W$ is defined by $We^W=z$, and its principal branch is the positive solution for positive $z$, so

$$
G=2W(a/2). \tag{4}
$$

At the minimum $rcL^2/G=R_dC_La^2/G=R_dC_L\,Ge^G$, and the least delay is

$$
T_{\min}=R_dC_L(1+G)e^G. \tag{5}
$$

The two terms in the bracket are the driver and wire parts of the delay, which stand in the ratio $1:G$.

The widths at the ends have simple forms. The condition for $G$ gives $e^G=a^2/G^2=rc/(k^2R_dC_L)$. Inserting this in (3) at $x=0$,

$$
w(0)=\frac{kC_L}{c}\,\frac{rc}{k^2R_dC_L}=\frac{r}{kR_d},\qquad
w(L)=\frac{kC_L}{c},\qquad
w(0)\,w(L)=\frac{rC_L}{R_dc}.
$$

For fixed $r$, $c$, $R_d$ and $C_L$, a change of length alters the steepness of the taper but leaves the product of the end widths unchanged.

The physical reason for the exponential can be read from a local balance. Let $R_{\rm up}(x)$ be the driver resistance plus the wire resistance between the driver and $x$. Widening a short slice $dx$ by $\delta w$ adds a capacitance $c\,\delta w\,dx$, charged through $R_{\rm up}$. It also removes a resistance $r\,\delta w\,dx/w^2$, through which $C(x)$ was charged. The effect of the slice on itself is of second order in $dx$. The change in delay is therefore

$$
\delta T=\left[c\,R_{\rm up}(x)-\frac{r\,C(x)}{w^2}\right]\delta w\,dx,
$$

which vanishes when

$$
w^2=\frac{r\,C(x)}{c\,R_{\rm up}(x)}. \tag{6}
$$

The wire should be wide where much capacitance lies ahead and little resistance lies behind. For the optimal taper, $w(x)=w(0)e^{-kx}$ gives $r/w=kR_de^{kx}$, hence

$$
R_{\rm up}(x)=R_d+\int_0^x kR_de^{ks}\,ds=R_de^{kx}.
$$

The upstream resistance rises at the same relative rate at which the downstream capacitance falls, and their product stays constant. The ratio in (6) then falls as $e^{-2kx}$ and the width as $e^{-kx}$.

To see what the taper gains, compare it with the best uniform wire for the same length, driver, load, $r$ and $c$. For constant $w$, equation (1) gives

$$
T(w)=R_d(C_L+cwL)+\frac rw\int_0^L\left[C_L+cw(L-x)\right]dx
$$

$$
=R_dC_L+R_dcLw+\frac{rLC_L}{w}+\frac{rcL^2}{2}.
$$

Setting the derivative $R_dcL-rLC_L/w^2$ to zero gives $w_u=\sqrt{rC_L/(R_dc)}$. This is the geometric mean of the end widths of the taper, and so also the tapered width at mid-length. The two terms that depend on $w$ are then equal, each being $L\sqrt{rcR_dC_L}=R_dC_La$, and

$$
T_u=R_dC_L\left(1+2a+\frac{a^2}{2}\right).
$$

For a short wire, $a\ll1$, insert $a=Ge^{G/2}=G+G^2/2+G^3/8+\dots$ and $a^2=G^2+G^3+\dots$:

$$
\frac{T_u}{R_dC_L}=1+2G+\frac32G^2+\frac34G^3+\dots,
$$

$$
\frac{T_{\min}}{R_dC_L}=(1+G)e^G=1+2G+\frac32G^2+\frac23G^3+\dots
$$

The difference is $G^3/12$, which equals $a^3/12$ to leading order. Tapering a short wire gains almost nothing, because the terms of first and second order in length cancel.

For a very long wire, $a\gg1$, the term $a^2/2=G^2e^G/2$ dominates $T_u/(R_dC_L)$, and

$$
\frac{T_{\min}}{T_u}\to\frac{2(1+G)}{G^2}\to\frac2G .
$$

Taking the logarithm of $Ge^{G/2}=a$ gives $G=2\ln a-2\ln G$, so this ratio falls only logarithmically with length. The delay of a very long tapered wire therefore grows as $L^2$ divided by a factor that increases only logarithmically with length. Cutting the line into segments of fixed length, each driven by an identical repeater, instead adds a fixed delay per segment and makes the total proportional to $L$. A taper can shape each segment, but it does not replace the repeaters of a long line.

The requirements $R_d>0$ and $C_L>0$ are essential. If $R_d=0$, the first term of (2) is absent, and the delay can be brought as close to zero as desired by making $G$ large; no best profile exists. If $C_L\to0$ at fixed $R_d$, then $a$ and $G$ grow without limit, and (5) can be written $T_{\min}=rcL^2(1+G)/G^2\to0$. Both end widths also tend to zero in this limit: $w(0)=r/(kR_d)$ because $k$ grows, and $w(L)$ because it is $w(0)e^{-G}$. A lower limit on the width would then set the width of at least the part nearest the load, and of the whole wire if the limit is high enough.

As an example, take a 3.0 mm wire with $r=0.10$ Ω per square, driven through 50 Ω into 500 fF. The metal is 0.2 µm thick and lies 0.2 µm above a ground plane, in a dielectric of relative permittivity 3.0. The parallel-plate formula gives $c=0.1328$ fF/µm². Then $R_dC_L=25.00$ ps, and

$$
a=3000\sqrt{\frac{0.10\times0.1328}{50\times500}}=2.187,\qquad
G=1.200,\qquad k=0.400\ \text{mm}^{-1},
$$

with lengths in µm and capacitances in fF under the root. Indeed $1.200\,e^{0.600}=2.187$ to within rounding. The end widths are

$$
w(0)=\frac{0.10}{(4.00\times10^{-4})(50)}=5.00\ \text{µm},\qquad
w(L)=\frac{(4.00\times10^{-4})(500)}{0.1328}=1.51\ \text{µm},
$$

and the least delay is $25.00\times2.200\times e^{1.200}=182.6$ ps, of which 83.0 ps is the driver part and 99.6 ps the wire part.

The best uniform wire is 2.74 µm wide and has a delay of 194.1 ps, so the taper saves 5.9 % of the uniform delay. The short-wire estimate $R_dC_La^3/12$ would give about 22 ps instead of the actual 11.5 ps; at $a\approx2.2$ the leading order is no longer adequate. Reversing the taper keeps the total wire resistance and capacitance, and hence the driver part, but raises the wire part from 99.6 to 151 ps, because the narrow, resistive end now carries the charge for nearly the whole wire.

The exponential was also tested without assuming any shape. The wire was divided into 60 equal segments, and their widths were varied independently to minimise the Elmore delay. The resulting delay was 182.62 ps, and the widths differed from the exponential at the segment centres by at most 6.2 parts per million of the local width.

These parameters are rough values for a wide clock trunk at an intermediate wiring level of a CMOS chip, feeding a bank of buffers. The width, the strong driver and the large load are far from those of an ordinary narrow signal wire. The assumption most clearly broken is that capacitance is proportional to area. A rough estimate of the fringe capacitance takes a cylinder above the ground plane, with a diameter equal to the metal thickness, and subtracts the parallel-plate capacitance of a strip half as wide as the metal is thick. This gives $c_f=0.081$ fF/µm, independent of width. That is 12 % of the area capacitance at the driver end and 41 % at the load end. It raises the delay of the same taper from 183 to 206 ps, or by 13 %. The estimate is low for wires this wide, because the true fringe capacitance grows slowly with width. A two-dimensional field solution for the same cross-section gives about 0.11 fF/µm at the driver end and 0.095 fF/µm at the load end, and a delay of 212 ps, or 16 % above the area-only value. For a wire 0.2 µm wide, the same estimate makes the fringe part about three times the area part, and the area-only model is then unsuitable. Neighbouring wires add further capacitance, which is not estimated here.

Fringe capacitance also changes the form of the best profile. If $c_f$ is approximated as independent of $w$, the balance (6) still holds, but now $C'=-(cw+c_f)$. Differentiating the logarithm of (6), with $R_{\rm up}'=r/w$, gives

$$
\frac{2w'}{w}=-\frac{cw+c_f}{C}-\frac{r}{wR_{\rm up}} .
$$

By (6), the last fraction equals $cw/C$, so the local decay rate is

$$
q=-\frac{w'}{w}=\frac{cw+c_f/2}{C}.
$$

Its own logarithmic derivative is

$$
\frac{q'}{q}=\frac{cw'}{cw+c_f/2}-\frac{C'}{C}
=-\frac{cw}{C}+\frac{cw+c_f}{C}=\frac{c_f}{C}>0,
$$

where $w'=-qw$ was used. The taper is no longer exponential: its relative decay rate rises towards the load. Numerical re-optimisation agrees: the decay rate rises from 0.38 mm⁻¹ at the driver to 0.49 mm⁻¹ at the load. The delay, however, falls only from 206.2 to 205.7 ps. In this example fringe matters for predicting the delay, but hardly for choosing between the two tapers.

Uniform heating, by contrast, leaves the best profile of the area-only model exponential. It multiplies $r$ by a constant, which changes $a$ and hence the decay rate $k$, but not the form of (3). With a rough resistance coefficient of 0.4 % per kelvin, a rise of 80 K multiplies $r$ by 1.32. If the driver is held fixed, only the wire part changes, and the delay of the original taper becomes $83.0+1.32\times99.6=214.5$ ps. The exponential with the decay rate suited to the hot wire brings this to 213.1 ps. A real driver also changes with temperature and is not strictly a linear resistance; neither effect is included.

The Elmore delay is not the time at which the load reaches half its final voltage. For the resistive-capacitive model without fringe, that time is 137.6 ps for the taper and 142.6 ps for the uniform wire, a saving of 3.5 %. The taper was chosen for least Elmore delay, and its 50 % delay is not quite the least possible: a gentler exponential, 4.4 µm wide at the driver and 1.7 µm at the load, reaches 137.2 ps. For the uniform wire in this example, the width of 2.74 µm minimises both delays. Series inductance adds to each voltage drop a term proportional to $\partial I/\partial t$. Its time integral vanishes because the current is zero at the start and at the end, so the Elmore delay is unchanged. The 50 % delay could change, but with an ideal return plane it remains 137.6 ps at the printed precision; the time of flight along the wire is 17.3 ps. A resistive or distant return path would need a separate calculation. The remaining values are listed in the numerical output.

## Computed values

```
wire length: 3.0 mm
sheet resistance: 0.10 ohm/sq
metal thickness: 0.2 um
dielectric height: 0.2 um
relative permittivity: 3.0
area capacitance: 0.1328 fF/um^2
driver resistance: 50 ohm
load capacitance: 500 fF
driver-load time R_drv*C_load: 25.00 ps
dimensionless length a: 2.1866
taper exponent G: 1.2000
decay rate k: 0.4000 1/mm
optimal width at driver: 5.000 um
optimal width at mid-length: 2.744 um
optimal width at load: 1.506 um
total capacitance seen by driver: 1660.1 fF
driver part of least delay: 83.00 ps
wire part of least delay: 99.61 ps
least Elmore delay: 182.61 ps
free minimisation, segments: 60
free minimisation, delay: 182.62 ps
free minimisation, largest width deviation: 6.2e-06
best uniform width: 2.744 um
best uniform delay: 194.10 ps
saving by taper over uniform: 5.92 %
delay of reversed taper: 233.99 ps
fringe capacitance estimate: 0.0814 fF/um
fringe/area capacitance at driver: 0.123
fringe/area capacitance at load: 0.407
delay with fringe, same taper: 206.22 ps
delay with fringe, re-optimised: 205.67 ps
re-optimised width, first segment: 5.462 um
re-optimised width, last segment: 1.568 um
re-optimised decay rate at driver: 0.384 1/mm
re-optimised decay rate at load: 0.489 1/mm
rough resistance coefficient: 0.4 %/K
temperature rise: 80 K
hot delay, same taper: 214.49 ps
hot delay, re-optimised: 213.10 ps
50 % delay, taper, RC: 137.6 ps
50 % delay, uniform, RC: 142.6 ps
50 % delay, taper, with inductance: 137.6 ps
time of flight: 17.3 ps
```
